# Zero-temperature Huang-Rhys emission: its Poisson mean and the lattice relaxation energy: test program

```python
"""Zero-temperature emission of a defect with displaced, equal-frequency modes.

Result under test: the line-shape weight of the line with m emitted phonons is
    W_m = exp(-S) S**m / m!,   S = omega*DQ**2/(2*hbar),
and S*hbar*omega = omega**2*DQ**2/2 is the relaxation energy on the ground
surface.  Photon counts carry a further factor (photon energy)**3.
Symbols: Q mass-weighted coordinate (amu^0.5 angstrom), DQ displacement,
omega angular frequency, E_zpl zero-phonon energy.  Energies are in eV inside.
The independent road is diagonalization of both Hamiltonians on a Q grid.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import factorial, iv

# Rough typical values for the negative nitrogen-vacancy centre in diamond
E_zpl = 1.95
hw = 0.065
DQ = 0.70
temperature = 300.0
E_jt = 0.040
# Chosen trial sizes of neglected effects
stiffening, dipole_slope, cubic_size = 0.10, 0.10, -0.05

amu_A2 = const.atomic_mass * const.angstrom**2
hbar2 = const.hbar**2 / amu_A2 / const.e       # hbar^2/(amu angstrom^2), eV
omega = hw * const.e / const.hbar
S = omega * DQ**2 * amu_A2 / (2 * const.hbar)
E_rel = 0.5 * omega**2 * DQ**2 * amu_A2 / const.e
length = np.sqrt(hbar2 / hw)

# Sinc-function grid: spectral first and second derivatives
dx = 0.04
q = np.arange(-3.6, 4.4, dx)
index = np.arange(len(q))
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
first_derivative = np.where(diff == 0, 0.0, sign / (safe * dx))
kinetic = hbar2 / (2 * dx**2) * np.where(
    diff == 0, np.pi**2 / 3, 2 * sign / safe**2)


def levels(quantum, centre=0.0, cubic=0.0):
    """Energies and eigenvectors of one vibrational Hamiltonian."""
    x = q - centre
    potential = quantum**2 * x**2 / (2 * hbar2) * (1 + cubic * x / DQ)
    return eigh(kinetic + np.diag(potential))


def emission(final, initial, dipole=1.0):
    """Weights and vibrational energies left behind, from the lowest level."""
    weights = (final[1].T @ (dipole * initial[1][:, 0]))**2
    return weights / weights.sum(), final[0] - final[0][0]


def poisson(mean, count):
    m = np.arange(count)
    return np.exp(-mean) * mean**m / factorial(m)


ground = levels(hw)
excited = levels(hw, DQ)
w_grid, left = emission(ground, excited)
mean_grid = w_grid @ left
sigma_grid = np.sqrt(w_grid @ left**2 - mean_grid**2)

# Displaced ground state is an eigenstate of the lowering operator
alpha = DQ / (np.sqrt(2) * length)
state = excited[1][:, 0]
lowered = (q / length * state + length * first_derivative @ state) / np.sqrt(2)
assert np.linalg.norm(lowered - alpha * state) < 1e-7

# Overlaps, mean, width and relaxation energy
poisson_error = np.max(np.abs(w_grid[:20] - poisson(S, 20)))
assert poisson_error < 1e-8
assert abs(mean_grid - E_rel) < 1e-8
assert abs(mean_grid / hw - S) < 1e-6
assert abs(sigma_grid - np.sqrt(S) * hw) < 1e-7

# Absorption: mean lies above the zero-phonon line by the same amount
w_abs, left_abs = emission(excited, ground)
mean_abs = w_abs @ left_abs
assert abs(mean_abs + mean_grid - 2 * S * hw) < 1e-7

# Three modes of one frequency, with the same total squared displacement
parts = np.array([0.2, 0.3, 0.6])
assert abs(np.sum(parts**2) - DQ**2) < 1e-12
combined = np.array([1.0])
for part in parts:
    w_part = emission(ground, levels(hw, part))[0][:30]
    combined = np.convolve(combined, w_part)
assert np.max(np.abs(combined[:20] - poisson(S, 20))) < 1e-8

# Photon counts
m = np.arange(30)
E_line = E_zpl - m * hw
W = poisson(S, 30)
photons = W * E_line**3
photons /= photons.sum()
E_mean = E_zpl - mean_grid
E_photon = photons @ E_line
photon_move = E_photon - E_mean
photon_estimate = 3 * sigma_grid**2 / E_mean
assert abs(photon_move / photon_estimate - 1) < 0.10  # leading order only

# Temperature of use
kT = const.k * temperature / const.e
rise = excited[0] - excited[0][0]
population = np.exp(-rise / kT)
population /= population.sum()
transfer = (ground[1].T @ excited[1])**2
change = left[:, None] - rise[None, :]
joint = transfer * population[None, :]
mean_hot = np.sum(joint * change)
sigma_hot = np.sqrt(np.sum(joint * change**2) - mean_hot**2)
W0_hot = np.sum(np.diag(joint)[:20])
coth = 1 / np.tanh(hw / (2 * kT))
assert abs(mean_hot - E_rel) < 1e-7
assert abs(sigma_hot - hw * np.sqrt(S * coth)) < 1e-6
assert abs(W0_hot - np.exp(-S * coth)
           * iv(0, S / np.sinh(hw / (2 * kT)))) < 1e-7

# Stiffer excited state
hw_e = hw * (1 + stiffening)
w_stiff, left_stiff = emission(ground, levels(hw_e, DQ))
mean_stiff = w_stiff @ left_stiff
assert abs(mean_stiff - E_rel - (hw_e - hw)**2 / (4 * hw_e)) < 1e-7

# Spread of frequencies at fixed total displacement and relaxation energy
ratios = np.array([0.5, 1.0, 1.5])
quanta = hw * ratios / np.sqrt(np.mean(ratios**2))
W0_spread, mean_spread = 1.0, 0.0
for quantum in quanta:
    w_k, left_k = emission(levels(quantum), levels(quantum, DQ / np.sqrt(3)))
    W0_spread *= w_k[0]
    mean_spread += w_k @ left_k
S_spread = np.sum(quanta * DQ**2 / 3 / (2 * hbar2))
assert abs(mean_spread - E_rel) < 1e-7
assert abs(-np.log(W0_spread) - S_spread) < 1e-6

# Coordinate-dependent dipole and cubic ground surface
w_dip, left_dip = emission(ground, excited, 1 + dipole_slope * (q - DQ) / DQ)
w_cub, left_cub = emission(levels(hw, 0.0, cubic_size), excited)


def jahn_teller(ratio, size=14):
    """Zero-phonon weight and mean phonon number of the vibronic doublet.

    ratio is the static stabilization energy divided by the phonon energy.
    """
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    coordinate = (lower + lower.T) / np.sqrt(2)
    number, one = np.diag(np.arange(size)), np.eye(size)
    total = np.kron(number, one) + np.kron(one, number)
    sz, sx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
    coupling = np.sqrt(2 * ratio)
    h = np.kron(np.eye(2), total) + coupling * (
        np.kron(sz, np.kron(coordinate, one))
        + np.kron(sx, np.kron(one, coordinate)))
    doublet = eigh(h, subset_by_index=[0, 1])[1]
    probability = np.mean(doublet**2, axis=1)
    counts = np.tile(np.diag(total), 2)
    return probability[counts == 0].sum(), probability @ counts


W0_jt, N_jt = jahn_teller(E_jt / hw)
assert abs(N_jt - jahn_teller(E_jt / hw, 11)[1]) < 1e-4  # basis converged
weak = 1e-3
assert abs(jahn_teller(weak)[1] / weak - 2) < 0.02       # weak-coupling limit
S_symmetric = (E_rel - E_jt) / hw
W0_vibronic = np.exp(-S_symmetric) * W0_jt
mean_vibronic = (S_symmetric + N_jt) * hw

nm = const.h * const.c / const.e * 1e9
print(f"Input zero-phonon energy: {E_zpl:.3f} eV = {nm/E_zpl:.1f} nm")
print(f"Input phonon energy: {1e3*hw:.1f} meV")
print(f"Input displacement DQ: {DQ:.2f} amu^0.5 angstrom")
print(f"hbar^2/(amu angstrom^2): {1e3*hbar2:.4f} meV")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"Oscillator length sqrt(hbar/omega): {length:.4f} amu^0.5 angstrom")
print(f"Coherent amplitude alpha: {alpha:.4f}")
print(f"Huang-Rhys factor S: {S:.4f}")
print(f"Relaxation energy: {1e3*E_rel:.2f} meV")
print(f"Mean phonon energy from grid: {1e3*mean_grid:.2f} meV")
print(f"Largest grid-Poisson difference, m<20: {poisson_error:.1e}")
print(f"Line-shape standard deviation: {1e3*sigma_grid:.2f} meV")
print(f"Mean line-shape energy: {E_mean:.4f} eV = {nm/E_mean:.1f} nm")
print(f"Mean absorption energy: {E_zpl+mean_abs:.4f} eV")
print(f"Absorption-emission separation: {1e3*(mean_abs+mean_grid):.2f} meV")
print("m, energy (eV), wavelength (nm), weight (%), photon fraction (%)")
for k in range(10):
    print(f"{k}, {E_line[k]:.3f}, {nm/E_line[k]:.1f}, "
          f"{100*W[k]:.2f}, {100*photons[k]:.2f}")
print(f"Mean photon energy by counts: {E_photon:.4f} eV")
print(f"Move of mean by E^3 factor: {1e3*photon_move:.2f} meV")
print(f"Leading estimate of that move: {1e3*photon_estimate:.2f} meV")
print(f"S from uncorrected mean: {(E_zpl-E_photon)/hw:.3f}")
print(f"S from uncorrected zero-phonon fraction: {-np.log(photons[0]):.3f}")
print(f"Temperature of use: {temperature:.0f} K, kT = {1e3*kT:.2f} meV")
print(f"Thermal phonon number: {1/np.expm1(hw/kT):.4f}")
print(f"Standard deviation at 300 K: {1e3*sigma_hot:.2f} meV")
print(f"Trial excited-state phonon energy: {1e3*hw_e:.1f} meV")
print("Trial spread of phonon energies: "
      + ", ".join(f"{1e3*x:.1f}" for x in quanta) + " meV")
print(f"Total S with spread: {S_spread:.4f}")
print(f"Trial dipole change over DQ: {100*dipole_slope:.0f} %")
print(f"Trial cubic change of relaxation energy: {100*cubic_size:.0f} %")
print(f"Jahn-Teller energy (rough): {1e3*E_jt:.0f} meV")
print(f"Jahn-Teller phonons: static {E_jt/hw:.3f}, dynamic {N_jt:.3f}")
print("Case: zero-phonon weight (%), mean shift below E_zpl (meV)")
cases = [("Base model", w_grid[0], mean_grid),
         ("300 K", W0_hot, mean_hot),
         ("Stiffer excited state", w_stiff[0], mean_stiff),
         ("Frequency spread", W0_spread, mean_spread),
         ("Coordinate-dependent dipole", w_dip[0], w_dip @ left_dip),
         ("Cubic ground surface", w_cub[0], w_cub @ left_cub),
         ("Dynamic Jahn-Teller", W0_vibronic, mean_vibronic)]
for name, weight, shift in cases:
    print(f"{name}: {100*weight:.2f}, {1e3*shift:.2f}")
print("success")
```

Running it gives:

```
Input zero-phonon energy: 1.950 eV = 635.8 nm
Input phonon energy: 65.0 meV
Input displacement DQ: 0.70 amu^0.5 angstrom
hbar^2/(amu angstrom^2): 4.1802 meV
Angular frequency: 9.8752e+13 rad/s
Oscillator length sqrt(hbar/omega): 0.2536 amu^0.5 angstrom
Coherent amplitude alpha: 1.9518
Huang-Rhys factor S: 3.8097
Relaxation energy: 247.63 meV
Mean phonon energy from grid: 247.63 meV
Largest grid-Poisson difference, m<20: 1.2e-14
Line-shape standard deviation: 126.87 meV
Mean line-shape energy: 1.7024 eV = 728.3 nm
Mean absorption energy: 2.1976 eV
Absorption-emission separation: 495.26 meV
m, energy (eV), wavelength (nm), weight (%), photon fraction (%)
0, 1.950, 635.8, 2.22, 3.28
1, 1.885, 657.7, 8.44, 11.27
2, 1.820, 681.2, 16.08, 19.33
3, 1.755, 706.5, 20.42, 22.01
4, 1.690, 733.6, 19.45, 18.72
5, 1.625, 763.0, 14.82, 12.68
6, 1.560, 794.8, 9.41, 7.12
7, 1.495, 829.3, 5.12, 3.41
8, 1.430, 867.0, 2.44, 1.42
9, 1.365, 908.3, 1.03, 0.52
Mean photon energy by counts: 1.7294 eV
Move of mean by E^3 factor: 27.01 meV
Leading estimate of that move: 28.36 meV
S from uncorrected mean: 3.394
S from uncorrected zero-phonon fraction: 3.419
Temperature of use: 300 K, kT = 25.85 meV
Thermal phonon number: 0.0880
Standard deviation at 300 K: 137.59 meV
Trial excited-state phonon energy: 71.5 meV
Trial spread of phonon energies: 30.1, 60.2, 90.3 meV
Total S with spread: 3.5271
Trial dipole change over DQ: 10 %
Trial cubic change of relaxation energy: -5 %
Jahn-Teller energy (rough): 40 meV
Jahn-Teller phonons: static 0.615, dynamic 0.618
Case: zero-phonon weight (%), mean shift below E_zpl (meV)
Base model: 2.22, 247.63
300 K: 3.35, 247.63
Stiffer excited state: 1.85, 247.78
Frequency spread: 2.94, 247.63
Coordinate-dependent dipole: 2.00, 254.17
Cubic ground surface: 2.34, 232.82
Dynamic Jahn-Teller: 2.16, 247.80
success
```
